**Exchange-only interaction of two H2 molecules and the slope of the enhancement factor**

The program tests ΔEx[F] = ΔEx[LDA] + ∫ F′(s) T(s) ds for two crossed H2 molecules on Hartree–Fock densities. Here F is the enhancement factor, s is the reduced density gradient, and T(s) is the LDA exchange energy at points with reduced gradient above s, pair minus two separate molecules. It asserts that the direct gradient corrections agree with the slope integral to 1e-7 hartree, and that the enhancement factors agree with libxc. It also asserts that the window means of T between s = 4 and 8 are positive at R = 6.5 bohr, and that B88 growth above s = 2 accounts for more than 60 percent of the B88–PBE difference. The output shows spurious minima for LDA and PBE, a PW86 curve close to Hartree–Fock up to 7 bohr, and excess repulsion for B88. Self-consistent densities preserve the order LDA < PBE < PW86 < B88 at 6.5 bohr but change the energies substantially. Correlation is omitted throughout, so the curves are not predictions of the real interaction.

## Verification by program

```python
"""
Exchange-only interaction of two crossed H2 molecules.
Result under test: for Ex = integral e(n) F(s), with e(n) the LDA exchange
energy density and s the reduced gradient, the interaction part obeys
    dEx[F] = dEx[LDA] + integral_0^inf F'(s) T(s) ds,
where T(s) is the LDA exchange energy at points with reduced gradient above s,
pair minus two separate molecules. Growth of F at large s gives repulsion.
All energies are in hartree inside the program; R is the centre distance in bohr.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
BOND = 1.4
R_TEST = 6.5
R_FAR = 8.0
S_SPLICE = 2.0
MU, KAPPA = 0.2195149727645171, 0.804
BETA = 0.0042
C_SPIN = 1.5 * (3 / (4 * np.pi)) ** (1 / 3)
X_PER_S = 2 * (6 * np.pi ** 2) ** (1 / 3)
MICRO = 1e6


def f_lda(s):
    return np.ones_like(s)


def f_pbe(s):
    return 1 + KAPPA - KAPPA / (1 + MU * s ** 2 / KAPPA)


def f_pw86(s):
    return (1 + 1.296 * s ** 2 + 14 * s ** 4 + 0.2 * s ** 6) ** (1 / 15)


def f_b88(s):
    x = X_PER_S * s
    return 1 + BETA * x ** 2 / (C_SPIN * (1 + 6 * BETA * x * np.arcsinh(x)))


def slope_pbe(s):
    return 2 * MU * s / (1 + MU * s ** 2 / KAPPA) ** 2


def slope_pw86(s):
    poly_slope = 2 * 1.296 * s + 56 * s ** 3 + 1.2 * s ** 5
    return poly_slope / (15 * f_pw86(s) ** 14)


def slope_b88(s):
    x = X_PER_S * s
    d = 1 + 6 * BETA * x * np.arcsinh(x)
    d_slope = 6 * BETA * (np.arcsinh(x) + x / np.sqrt(1 + x ** 2))
    return X_PER_S * BETA / C_SPIN * (2 * x * d - x ** 2 * d_slope) / d ** 2


def f_spliced(s):
    """PBE up to S_SPLICE, then the growth of B88."""
    edge = np.array(S_SPLICE)
    upper = f_pbe(edge) + f_b88(s) - f_b88(edge)
    return np.where(s <= S_SPLICE, f_pbe(s), upper)


FACTORS = {"LDA": f_lda, "PBE": f_pbe, "PW86": f_pw86, "B88": f_b88}
SLOPES = {"PBE": slope_pbe, "PW86": slope_pw86, "B88": slope_b88}
LIBXC = {"LDA": "LDA_X", "PBE": "GGA_X_PBE",
         "PW86": "GGA_X_PW86", "B88": "GGA_X_B88"}


def lda_density(n):
    return -0.75 * (3 / np.pi) ** (1 / 3) * n ** (4 / 3)


def reduced_gradient(n, grad):
    return grad / (2 * (3 * np.pi ** 2) ** (1 / 3) * n ** (4 / 3))


def hartree_fock(R, basis):
    """HF for the pair and for one molecule in the full pair basis."""
    h = BOND / 2
    places = [(-h, 0, 0), (h, 0, 0), (0, -h, R), (0, h, R)]
    solved = []
    for labels in (["H"] * 4, ["H", "H", "ghost-H", "ghost-H"]):
        mol = gto.M(atom=list(zip(labels, places)), unit="Bohr",
                    basis=basis, verbose=0)
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-11
        if solved:
            mf._eri = solved[0]._eri
        mf.kernel()
        assert mf.converged
        solved.append(mf)
    return solved


def make_grid(mol, level):
    grid = dft.gen_grid.Grids(mol)
    grid.level = level
    grid.build()
    return grid


def density_and_gradient(mol, mfs, points):
    """Density and its gradient vector for each HF solution."""
    parts = [[] for _ in mfs]
    for start in range(0, len(points), 20000):
        ao = dft.numint.eval_ao(mol, points[start:start + 20000], deriv=1)
        for part, mf in zip(parts, mfs):
            phi = ao @ mf.mo_coeff[:, mf.mo_occ > 0]
            rho = 2 * np.sum(phi[0] * phi, axis=-1)
            rho[1:] *= 2
            part.append(rho)
    return [np.concatenate(part, axis=1) for part in parts]


def exchange_samples(rho, weights):
    """LDA exchange energy and reduced gradient of every grid point."""
    keep = rho[0] > 1e-14
    n = rho[0][keep]
    grad = np.linalg.norm(rho[1:, keep], axis=0)
    return weights[keep] * lda_density(n), reduced_gradient(n, grad)


def exchange_change(samples, factor):
    (e_pair, s_pair), (e_one, s_one) = samples
    return e_pair @ factor(s_pair) - 2 * (e_one @ factor(s_one))


def hf_exchange(mf):
    dm = mf.make_rdm1()
    return -0.25 * np.einsum("ij,ji->", dm, mf.get_k(dm=dm))


def interaction(R, basis="aug-cc-pvdz", level=4, mfs=None):
    mfs = mfs or hartree_fock(R, basis)
    pair, one = mfs
    grid = make_grid(pair.mol, level)
    rhos = density_and_gradient(pair.mol, mfs, grid.coords)
    samples = [exchange_samples(rho, grid.weights) for rho in rhos]
    e_hf = pair.e_tot - 2 * one.e_tot
    common = e_hf - hf_exchange(pair) + 2 * hf_exchange(one)
    energies = {"HF": e_hf}
    for name, factor in FACTORS.items():
        energies[name] = common + exchange_change(samples, factor)
    return energies, samples, rhos, mfs, common


def tail_energy(samples, s_values):
    """T(s) point by point, and its integral from 0 to s."""
    pointwise = np.zeros(len(s_values))
    integral = np.zeros(len(s_values))
    for (energy, s), sign in zip(samples, (1, -2)):
        order = np.argsort(s)
        e_sorted, s_sorted = energy[order], s[order]
        tail = np.append(np.cumsum(e_sorted[::-1])[::-1], 0.0)
        below = np.append(0.0, np.cumsum(e_sorted * s_sorted))
        place = np.searchsorted(s_sorted, s_values, "right")
        pointwise += sign * tail[place]
        integral += sign * (below[place] + s_values * tail[place])
    return pointwise, integral


def window_means(samples, edges):
    return np.diff(tail_energy(samples, edges)[1]) / np.diff(edges)


def row(values):
    return " ".join(f"{MICRO * v:9.1f}" for v in values)


# Curves on HF densities
distances = [4.5, 5.0, 5.5, 6.0, 6.5, 7.0, 8.0, 9.0, 10.0]
names = ["HF", "LDA", "PBE", "PW86", "B88"]
curves = {name: [] for name in names}
for R in distances:
    result = interaction(R)
    for name in names:
        curves[name].append(result[0][name])
    if R == R_TEST:
        energies, samples, rhos, mfs, common = result
    if R == R_FAR:
        far_samples = result[1]
print(f"H2 bond length {BOND} bohr; basis aug-cc-pVDZ; HF densities")
print("Interaction energy (microhartree)")
print("R (bohr) " + " ".join(f"{name:>9s}" for name in names))
for i, R in enumerate(distances):
    print(f"{R:8.1f} " + row(curves[name][i] for name in names))
to_kj = constants.value("Hartree energy") * constants.N_A / 1000
for name in names:
    i = int(np.argmin(curves[name]))
    low = curves[name][i]
    print(f"lowest tabulated {name:4s}: R = {distances[i]:4.1f} bohr, "
          f"E = {MICRO * low:8.1f} microhartree = {to_kj * low:7.3f} kJ/mol")
assert min(curves["HF"]) > 0
assert min(curves["LDA"]) < 0

# Enhancement factors against the library, and their slopes
rho = rhos[0][:, rhos[0][0] > 1e-5]
s_rho = reduced_gradient(rho[0], np.linalg.norm(rho[1:], axis=0))
for name, factor in FACTORS.items():
    density_input = rho[0] if name == "LDA" else rho
    library = dft.libxc.eval_xc(LIBXC[name], density_input, deriv=1)[0]
    own = lda_density(rho[0]) / rho[0] * factor(s_rho)
    assert np.allclose(own, library, rtol=1e-5, atol=0)
s_check = np.linspace(0.1, 12, 100)
for name, slope in SLOPES.items():
    step = 1e-4
    numeric = (FACTORS[name](s_check + step)
               - FACTORS[name](s_check - step)) / (2 * step)
    assert np.allclose(slope(s_check), numeric, atol=1e-7)
print("s, then F for PBE, PW86, B88, then slope F' for the same")
for s in (1.0, 2.0, 3.0, 4.0, 6.0):
    print(f"{s:4.1f} " + " ".join(f"{FACTORS[k](s):7.4f}" for k in SLOPES)
          + "  " + " ".join(f"{SLOPES[k](s):7.4f}" for k in SLOPES))

# Exchange energy redistributed over the reduced gradient
print(f"Following values are at R = {R_TEST} bohr unless another R is given")
fine, fine_samples = interaction(R_TEST, level=5, mfs=mfs)[:2]
edges = np.array([0.0, 1.0, 2.0, 3.0, 4.0, 6.0, 8.0, 12.0])
means = window_means(samples, edges)
fine_means = window_means(fine_samples, edges)
large_s = (edges[:-1] >= 4) & (edges[1:] <= 8)
lda_change = exchange_change(samples, f_lda)
assert lda_change < 0
assert np.all(means[large_s] > 0)
assert np.all(np.abs(means - fine_means)[large_s] < 1e-5)
print("Mean of T in windows of s (microhartree)")
print("window of s:     " + " ".join(
    f"{f'{a:.0f}-{b:.0f}':>9s}" for a, b in zip(edges[:-1], edges[1:])))
print("main grid:       " + row(means))
print("finer grid:      " + row(fine_means))
print(f"R = {R_FAR:4.1f} bohr:   " + row(window_means(far_samples, edges)))
s_low = np.linspace(0.05, 1, 2000)
spikes = [tail_energy(x, s_low)[0].max() for x in (samples, fine_samples)]
print("largest pointwise T for s from 0.05 to 1, main and finer grid: "
      + row(spikes) + " microhartree")
print(f"LDA exchange change T(0): {MICRO * lda_change:.1f} microhartree")
print("gradient correction (microhartree): direct, from slope integral")
mesh = np.concatenate(([0.0], np.geomspace(1e-3, 1e5, 40000)))
cell_integrals = np.diff(tail_energy(samples, mesh)[1])
cell_centres = (mesh[1:] + mesh[:-1]) / 2
for name, slope in SLOPES.items():
    direct = exchange_change(samples, FACTORS[name]) - lda_change
    by_slope = slope(cell_centres) @ cell_integrals
    print(f"{name:4s} " + row((direct, by_slope)))
    assert abs(direct - by_slope) < 1e-7

# Large-gradient growth as the cause of the B88-PBE difference
spliced = common + exchange_change(samples, f_spliced)
share = (spliced - energies["PBE"]) / (energies["B88"] - energies["PBE"])
print(f"PBE with B88 growth above s = {S_SPLICE}: {MICRO * spliced:.1f} microhartree")
print(f"share of B88-PBE difference recovered: {100 * share:.1f} percent")
assert share > 0.6
assert energies["LDA"] < energies["PBE"] < energies["PW86"] < energies["B88"]

# Midpoint between the molecules
middle = np.array([[0.0, 0.0, R_TEST / 2]])
pair_mid, one_mid = [r[:, 0] for r in
                     density_and_gradient(mfs[0].mol, mfs, middle)]
s_pair = reduced_gradient(pair_mid[0], np.linalg.norm(pair_mid[1:]))
s_one = reduced_gradient(one_mid[0], np.linalg.norm(one_mid[1:]))
ratio = pair_mid[0] / one_mid[0]
assert s_pair < 1e-3 * s_one
assert abs(ratio - 2) < 0.3
print(f"midpoint density of one molecule: {one_mid[0]:.3e} bohr^-3")
print(f"midpoint s: one molecule {s_one:.3f}, pair {s_pair:.1e}")
print(f"midpoint density ratio pair/one: {ratio:.4f}")
print(f"local repulsion threshold 2^(1/3): {2 ** (1 / 3):.4f}")
print("midpoint change / e(n of one): actual, added densities")
for name, factor in FACTORS.items():
    actual = (lda_density(pair_mid[0]) * factor(np.array(s_pair))
              - 2 * lda_density(one_mid[0]) * factor(np.array(s_one)))
    actual /= lda_density(one_mid[0])
    estimate = 2 ** (4 / 3) - 2 * factor(np.array(s_one))
    assert abs(actual - estimate) < 0.3
    print(f"{name:4s} {actual:8.4f} {estimate:8.4f}")

# Numerical grid and basis
grid_error = max(abs(fine[name] - energies[name]) for name in FACTORS)
assert grid_error < 1e-5
print(f"largest energy change with finer grid: {MICRO * grid_error:.2f} microhartree")
large = interaction(R_TEST, basis="aug-cc-pvtz", level=3)[0]
assert large["LDA"] < large["PBE"] < large["PW86"] < large["B88"]
assert max(abs(large[name] - energies[name]) for name in names) < 1e-4
print("order of columns: " + ", ".join(names))
print("aug-cc-pVTZ (microhartree):     " + row(large[k] for k in names))

# Kohn-Sham energies: first on the HF densities, then self-consistent
shared_grid = make_grid(mfs[0].mol, 3)
same_grid = interaction(R_TEST, level=3, mfs=mfs)[0]
relaxed = {"HF": energies["HF"]}
for name in FACTORS:
    on_hf, final = [], []
    for mf in mfs:
        ks = dft.RKS(mf.mol)
        ks.xc = LIBXC[name]
        ks.grids = shared_grid
        ks._eri = mf._eri
        ks.conv_tol = 1e-9
        dm = mf.make_rdm1()
        on_hf.append(ks.energy_tot(dm=dm))
        final.append(ks.kernel(dm0=dm))
        assert ks.converged
    assert abs(on_hf[0] - 2 * on_hf[1] - same_grid[name]) < 1e-5
    relaxed[name] = final[0] - 2 * final[1]
assert relaxed["LDA"] < relaxed["PBE"] < relaxed["PW86"] < relaxed["B88"]
print("self-consistent (microhartree): " + row(relaxed[k] for k in names))
print("OK")
```

Output:

```
H2 bond length 1.4 bohr; basis aug-cc-pVDZ; HF densities
Interaction energy (microhartree)
R (bohr)        HF       LDA       PBE      PW86       B88
     4.5    3822.8    2162.4    3771.8    3929.6    5438.1
     5.0    1609.7     592.2    1412.7    1609.0    2729.7
     5.5     665.7      50.9     439.1     638.8    1425.4
     6.0     274.4     -87.4      83.3     257.9     791.4
     6.5     114.1     -94.1     -25.7     111.9     466.4
     7.0      48.5     -69.7     -47.1      53.7     286.2
     8.0      10.3     -26.8     -30.5      15.9     111.8
     9.0       3.3      -7.8     -11.6       6.0      42.7
    10.0       1.6      -1.7      -3.5       2.1      15.3
lowest tabulated HF  : R = 10.0 bohr, E =      1.6 microhartree =   0.004 kJ/mol
lowest tabulated LDA : R =  6.5 bohr, E =    -94.1 microhartree =  -0.247 kJ/mol
lowest tabulated PBE : R =  7.0 bohr, E =    -47.1 microhartree =  -0.124 kJ/mol
lowest tabulated PW86: R = 10.0 bohr, E =      2.1 microhartree =   0.006 kJ/mol
lowest tabulated B88 : R = 10.0 bohr, E =     15.3 microhartree =   0.040 kJ/mol
s, then F for PBE, PW86, B88, then slope F' for the same
 1.0  1.1724  1.2055  1.1781   0.2709  0.2913  0.2711
 2.0  1.4197  1.4422  1.4665   0.2006  0.1945  0.2935
 3.0  1.5714  1.6122  1.7557   0.1102  0.1506  0.2836
 4.0  1.6542  1.7501  2.0331   0.0609  0.1272  0.2713
 6.0  1.7298  1.9769  2.5552   0.0225  0.1027  0.2519
Following values are at R = 6.5 bohr unless another R is given
Mean of T in windows of s (microhartree)
window of s:           0-1       1-2       2-3       3-4       4-6       6-8      8-12
main grid:          -407.1    -100.6     407.1     816.6     342.7     117.9      45.0
finer grid:         -408.3    -102.9     408.2     814.3     344.2     117.8      45.2
R =  8.0 bohr:       -55.6     -35.4     -10.3      45.7     124.3      67.9      29.3
largest pointwise T for s from 0.05 to 1, main and finer grid:    2311.9    1574.9 microhartree
LDA exchange change T(0): -534.8 microhartree
gradient correction (microhartree): direct, from slope integral
PBE       68.4      68.4
PW86     205.9     205.9
B88      560.5     560.5
PBE with B88 growth above s = 2.0: 471.1 microhartree
share of B88-PBE difference recovered: 100.9 percent
midpoint density of one molecule: 4.709e-04 bohr^-3
midpoint s: one molecule 4.287, pair 1.9e-13
midpoint density ratio pair/one: 1.9547
local repulsion threshold 2^(1/3): 1.2599
midpoint change / e(n of one): actual, added densities
LDA    0.4440   0.5198
PBE   -0.8969  -0.8210
PW86  -1.1279  -1.0520
B88   -1.7773  -1.7014
largest energy change with finer grid: 0.29 microhartree
order of columns: HF, LDA, PBE, PW86, B88
aug-cc-pVTZ (microhartree):         114.7     -97.0     -19.0     126.1     498.5
self-consistent (microhartree):     114.1    -214.1     -87.6      63.6     456.5
OK
```
